# Reading a trench's bottom-to-top thickness ratio at two cycle counts

## Problem

A copper film is grown by atomic layer deposition over a trench 200 nm wide and 2000 nm deep. "Top" means the flat surface beside the trench mouth, and "bottom" means the trench floor. The top gains $g=0.05$ nm in every cycle, starting with the first. The ratio of bottom thickness to top thickness is 0.90 after 100 cycles and 0.98 after 500 cycles.

Two explanations are proposed. In the first, the bottom grows ten percent more slowly than the top in every cycle. In the second, the bottom loses some growth at the start and then keeps pace.

(a) Which explanation do the data support, and how much growth is missing at the bottom?

(b) What do the two ratios leave undecided?

(c) Could precursor pulses that are too short in every cycle produce the same pair of ratios?

The ratios are given data for this exercise, not measurements on copper. Thickness means the volume of copper per unit area of the underlying surface, so that it remains defined for a film made of islands.

## A first estimate by scaling

Let $N$ be the number of cycles, $T$ the top thickness, $B$ the bottom thickness and $R=B/T$. The useful quantity is the relative shortfall $1-R=(T-B)/T$.

If the bottom loses a fixed fraction of each cycle's growth, then $T-B$ grows in proportion to $N$. So does $T$, and the shortfall does not depend on $N$. If the bottom loses a fixed amount of film at the start, $T-B$ stays constant while $T$ grows, and the shortfall falls as $1/N$.

Between the two measurements $N$ rises by a factor of 5, and the shortfall drops from 0.10 to 0.02, also by a factor of 5. This is the $1/N$ behaviour. The number of missing cycles is then estimated from a single measurement:

$$
\frac{T-B}{g}=N(1-R)\approx 100\times0.10=10 .
$$

The estimate assumes that one explanation acts alone. A small permanent deficit could be present together with an early loss, so the next step is to allow both.

## Solution with both effects allowed

The top thickness is $T=gN$. After the start, let the bottom grow by $rg$ per cycle, where $r$ is the ratio of the two growth rates. Let its straight growth line, extended back to zero thickness, meet the axis at $N=d$. Then, for counts on this line,

$$
B=rg(N-d),\qquad R=\frac{B}{T}=r\left(1-\frac dN\right).
$$

A pure proportional deficit is the case $d=0$, $r<1$, which gives $R=r$ at every count. A pure delay is the case $r=1$, $d>0$, which gives $R=1-d/N$. For any fixed $d$, the ratio tends to $r$ as $N$ grows, so longer depositions reveal more of the permanent part. The count is bounded, however: walls growing as fast as the top close this trench at 2000 cycles, and the law holds only while the floor is still supplied.

Multiplying the law by $N$ at the two counts gives two linear equations for $r$ and $rd$:

$$
N_1R_1=rN_1-rd,\qquad N_2R_2=rN_2-rd .
$$

Subtracting the first from the second removes $rd$:

$$
r=\frac{N_2R_2-N_1R_1}{N_2-N_1}
=\frac{490-90}{400}=1 .
$$

The first equation now gives $rd=N_1(r-R_1)$. Inserting $r$ and using a common denominator,

$$
rd=N_1\,\frac{N_2R_2-N_1R_1-(N_2-N_1)R_1}{N_2-N_1}
=\frac{N_1N_2(R_2-R_1)}{N_2-N_1},
$$

because the two terms in $N_1R_1$ cancel. Division by $r$ yields

$$
d=\frac{N_1N_2(R_2-R_1)}{N_2R_2-N_1R_1}
=\frac{100\times500\times0.08}{400}=10 .
$$

The data therefore give a delay of ten cycles and no permanent deficit.

The thicknesses show the same thing directly. The top measures 5.00 nm and then 25.00 nm; the bottom measures 4.50 nm and then 24.50 nm. Each gains 20.00 nm between the measurements, and the bottom lacks 0.50 nm both times. A permanent ten percent deficit would have left the bottom at 22.50 nm after 500 cycles.

The equality of the gains does not depend on the straight-line law for the bottom. It says that the average growth rates between cycles 100 and 500 were equal. It does not say that they were equal in each of those cycles.

## Comparison of the estimate and the solution

The scaling estimate and the full solution agree at ten cycles. To see when they would differ, insert the general law into the estimate:

$$
N(1-R)=N-r(N-d)=N(1-r)+rd .
$$

The first term is the accumulated permanent deficit and grows with $N$. The second is the early loss, measured in top cycles. The single-count estimate equals $d$ here because $r=1$.

Rounding provides a case in which they differ. If the ratios are known only to the nearest percent, the true values could be close to 0.905 and 0.975. The single-count estimates would then be $100\times0.095=9.5$ and $500\times0.025=12.5$ cycles. Their disagreement signals a permanent deficit, and the full solution gives $r=0.9925$ and $d=8.82$ cycles. Over all values that round to the stated percentages, $r$ lies between 0.9925 and 1.0075, and $d$ between 8.82 and 11.17 cycles.

Two measurements fix two unknowns but leave nothing over to test the law. A third measurement does. At 200 cycles the delay predicts a ratio of 0.95, and at 1000 cycles 0.99, whereas the proportional deficit predicts 0.90 at both. The prediction for 1000 cycles assumes that the pulses still saturate the floor of the narrowed trench.

## What "delay" means

The bottom need not have been idle for ten cycles. Let cycle $n$ deposit a fraction $f_n$ of $g$ at the bottom. Then

$$
B=g\sum_{n=1}^{N}f_n
=g\left[N-\sum_{n=1}^{N}(1-f_n)\right],
$$

and division by $T=gN$ gives

$$
R=1-\frac1N\sum_{n=1}^{N}(1-f_n).
$$

The ratio contains only the accumulated loss. Ten idle cycles lose ten cycles of growth. Twenty cycles at half rate lose $20\times\tfrac12=10$. A gradual onset with $1-f_n=q^n$ and $q=10/11$ loses, in the long run,

$$
\sum_{n=1}^{\infty}q^n=\frac{q}{1-q}=\frac{10/11}{1/11}=10 .
$$

All three histories give 0.9000 and 0.9800 to four decimals. Telling them apart takes sufficiently accurate measurements during the first few tens of cycles. At cycle 10 the idle bottom is 0.25 nm thinner than the half-rate one, but the half-rate and gradual histories never differ by as much as 0.08 nm. The proper reading of $d$ is thus an equivalent delay: the total early loss, expressed in cycles. Its cause, such as slow nucleation or poor precursor supply in the early cycles, is not identified by the ratios.

## The top must be measured too

The ratio alone cannot say which of the two surfaces behaved unusually. Suppose the bottom grows steadily from the first cycle, while the top has a head start worth $h$ cycles. Then $R=N/(N+h)$, and the first measurement requires

$$
h=\frac{100}{0.90}-100=11.11 .
$$

At 500 cycles this gives $R=500/511.11=0.978$, which also rounds to 98 percent. The absolute top thickness separates the cases. With a head start the top would measure 5.56 nm at 100 cycles, and its growth line would not pass through the origin. The problem excludes this by stating that the top grows by $g$ from the first cycle.

A late start at the top also changes the answer. If the top were delayed by 5 cycles, the quantities $B/g$ at the two counts would be $0.90\times95=85.5$ and $0.98\times495=485.1$. The rate ratio would be $(485.1-85.5)/400=0.999$, and the bottom delay would be

$$
100-\frac{85.5}{0.999}=14.41\ \text{cycles}.
$$

The bottom would then lag the top by about 9.4 cycles. The conclusion that there is almost no permanent deficit survives, but the delay counted from the first cycle does not remain ten.

## How accurate must the thicknesses be?

Let each of the four thicknesses carry an independent random error of standard deviation $\sigma=0.10$ nm. For small errors, $\delta R=\delta B/T-B\,\delta T/T^2$. Adding the independent contributions in quadrature gives

$$
\sigma_R=\frac{\sigma}{T}\sqrt{1+R^2},
$$

which is 0.027 at 100 cycles and 0.0056 at 500 cycles. Since $r$ is linear in the ratios,

$$
\sigma_r=\frac{\sqrt{(N_2\sigma_{R_2})^2+(N_1\sigma_{R_1})^2}}{N_2-N_1}\approx0.0097 .
$$

For $d$, write $G=N_2R_2-N_1R_1=400$. Differentiating the quotient for $d$ gives

$$
\frac{\partial d}{\partial R_2}=\frac{N_2(N_1-d)}{G}=112.5,\qquad
\frac{\partial d}{\partial R_1}=-\frac{N_1(N_2-d)}{G}=-122.5 ,
$$

and hence

$$
\sigma_d=\sqrt{(112.5\,\sigma_{R_2})^2+(122.5\,\sigma_{R_1})^2}
\approx3.4\ \text{cycles}.
$$

The two questions are therefore answered with different certainty. A permanent deficit of ten percent, $r=0.90$, lies about ten standard deviations from the result. The delay, taken from the two ratios, is $10\pm3.4$ cycles, and most of that error comes from the thin film at 100 cycles. Part of it is avoidable, because $d$ is the intercept of the bottom line and needs no top thickness: $d=N_1-B_1(N_2-N_1)/(B_2-B_1)$. The derivatives are $\partial d/\partial B_1=-24.5$ and $\partial d/\partial B_2=4.5$ cycles per nm, which give $\sigma_d=0.10\sqrt{24.5^2+4.5^2}\approx2.5$ cycles. Either way the delay is uncertain by a quarter to a third of its value.

Repeated measurements do not remove a constant bias. If the bottom thickness were always read 0.50 nm too small, a film with no delay would give exactly the stated ratios.

## Could short pulses imitate the data?

In a trench of fixed shape, identical short pulses would give the bottom the same fraction of the top's growth in every cycle, and the ratio would stay constant. The growing film, however, narrows the trench. To find the consequence, consider a model in which molecules fly from surface to surface without meeting each other and leave each surface in a diffuse (cosine) distribution. They stick with probability $s_0(1-\theta)$, where $\theta$ is the fraction of the saturated precursor layer already formed and $s_0=0.01$ is an assumed value.

Pressure, temperature, pulse length, $s_0$ and trench depth are held fixed from cycle to cycle, and the walls are taken to thicken as fast as the top. The value 0.05 nm is used here as the growth from a saturated pulse. A pulse of 4.47 ms fills about 80 percent of the layer on the top, so in this calculation the top and the walls grow by about 0.04 nm per cycle. If they grew by the full 0.05 nm, the trench would narrow faster and the floor would be supplied still less well in later cycles. The pulse of 4.47 ms gives a ratio of 0.900 at 100 cycles. At 500 cycles the ratio is 0.884. (A finer discretisation lowers the pulse by about 0.01 ms and leaves 0.884 unchanged.) It falls, whereas the data rise to 0.98. In this model, with the assumed $s_0$, equally short pulses throughout the deposition do not explain the measurements.

The calculation also shows when the pulse is long enough. On the flat top the arriving flux is constant, $\Phi=p/\sqrt{2\pi mk_BT}$, where $p$ is the precursor pressure, $m$ the molecular mass and $T$ here the temperature. A saturated layer holds $n_s$ molecules per unit area. The sticking law gives $n_s\,d\theta/dt=s_0(1-\theta)\Phi$, so $d\theta/dt=(1-\theta)/\tau$ with $\tau=n_s/(s_0\Phi)$, and $\theta=1-e^{-t/\tau}$. A growth of 0.05 nm of copper, at about 85 atoms per nm$^3$ and two atoms per molecule, requires $n_s=2.12$ nm$^{-2}$. This counts molecules consumed per cycle. Intact molecules 1 nm across could pack only about 1.15 per nm$^2$, so the value presumes that the adsorbed species is smaller than the gas molecule, for instance after losing ligands. With the pressure, temperature and molar mass listed in the next section, $\Phi\approx7.6\times10^4$ nm$^{-2}$ s$^{-1}$ and $\tau=2.78$ ms. Reaching 99.9 percent coverage takes $\tau\ln1000\approx19$ ms there. The trench floor needs about 20 ms at the original width and 21 ms when the width has shrunk to $200-2\times25=150$ nm. A pulse of 1000 ms leaves a wide margin.

That margin depends on $s_0$. Since $\tau$ is inversely proportional to $s_0$, a value of $10^{-4}$ would raise $\tau$ to 278 ms. Even the flat top would then reach only $1-e^{-1000/278}\approx0.97$ of full coverage in one pulse.

## The model beside real copper deposition

The growth per cycle, a temperature of 450 K, a precursor pressure of 0.1 Torr and a pulse of one second are rough values for a thermal copper process. The precursor is represented by a molecule of 470 g/mol carrying two copper atoms. For an assumed molecular diameter of 1 nm, the mean free path in the precursor vapour alone, without a carrier gas, is about 100 micrometres, far larger than the trench width of 0.2 micrometres, which supports the neglect of collisions inside the trench. One assumption open to doubt is steady growth of the top from the first cycle, because copper can begin as separate islands and may grow at a different rate on the starting surface than on copper. The five-cycle example above shows the sensitivity: an assumed top delay of five cycles moves the bottom delay from 10 to 14.4 cycles. The five cycles are not a value for copper, and the top may also start faster rather than later.

A simple geometry indicates when islands matter. Place hemispheres on a square lattice of spacing $a$. They touch when their radius is $a/2$, and their mean thickness is then the volume of one hemisphere divided by the area of one cell:

$$
\frac{1}{a^2}\,\frac{2\pi}{3}\left(\frac a2\right)^3=\frac{\pi a}{12}.
$$

Setting this equal to the bottom thickness of 4.50 nm at 100 cycles gives $a=12\times4.50/\pi=17.2$ nm, or about $3.4\times10^{11}$ nuclei per cm$^2$. With fewer nuclei, islands of this shape would not yet touch at cycle 100. At contact they are 8.6 nm high, nearly twice the mean thickness, so reading island height as film thickness would spoil the ratio. This estimate is purely geometric. Islands that gained only 0.05 nm per cycle, perpendicular to their own surface, would have a radius of at most 5 nm at cycle 100. Islands of 8.6 nm would need faster growth on the islands or copper that migrates along the surface and gathers in them.

The copper surface at contact has area $2\pi(a/2)^2=\pi a^2/2$ per cell, about 1.57 times the flat cell area. If each cycle added 0.05 nm perpendicular to the copper surface, the rate at contact would be 1.57 times that of a flat film. Islands 17.2 nm apart, starting from negligible size, would then touch only near cycle $8.6/0.05=172$, so a fast phase before cycle 100 needs more closely spaced nuclei. Such a transient at the bottom enters the accumulated loss with a negative sign. The value $d=10$ is then the net balance of slow and fast cycles before the first measurement, provided that the top remains steady. The equal gains between the two measurements require any fast cycles at the bottom after cycle 100 to be balanced by slow ones, so this growth law does not by itself explain the data.

The values used here are collected in the numerical output below.

## Numbers as computed

```
Growth per cycle at top: 0.05 nm
Top at 100, 500 cycles: 5.00, 25.00 nm
Bottom at 100, 500 cycles: 4.50, 24.50 nm
Missing film: 0.50, 0.50 nm
Missing cycles: 10.00, 10.00
Gain between counts, top: 20.00 nm
Gain between counts, bottom: 20.00 nm
Growth-rate ratio r: 1.0000
Equivalent delay d: 10.00 cycles
Bottom at 500 if proportional: 22.50 nm
Ratio at 200: delay 0.950, proportional 0.900
Ratio at 1000: delay 0.990, proportional 0.900
10 idle cycles: ratios 0.9000, 0.9800
20 half-rate cycles: ratios 0.9000, 0.9800
exponential onset: ratios 0.9000, 0.9800
Rounding range of r: 0.9925 to 1.0075
Rounding range of d: 8.82 to 11.17 cycles
Assumed thickness error: 0.10 nm
Resulting error of r: 0.0097
Resulting error of d: 3.36 cycles
Top head start giving 0.90: 11.11 cycles
Head-start ratio at 500: 0.9783
Head-start top at 100: 5.56 nm
If top delay is 5 cycles: r = 0.9990
  bottom delay then: 14.41 cycles
Trench width, depth: 200, 2000 nm
Temperature: 450 K
Precursor pressure: 0.10 Torr
Precursor molar mass: 470 g/mol
Initial sticking probability: 0.010
Molecules per cycle: 2.12 per nm2
Assumed molecule diameter: 1.0 nm
Gas mean free path: 105 micrometre
Transmission to floor, matrix: 0.241
Transmission to floor, traced: 0.238
Flat-surface filling time: 2.78 ms
Underdosed pulse: 4.47 ms
Underdosed ratio at 100: 0.900
Underdosed ratio at 500: 0.884
Trench width after 500 cycles: 150 nm
Pulse for 99.9% floor coverage, start: 20 ms
Pulse for 99.9% floor coverage, end: 21 ms
Process pulse: 1000 ms
Island spacing for contact at 100: 17.2 nm
Island height at contact: 8.6 nm
Nucleus density for contact: 3.4e+11 per cm2
```
